The three-quarters-power growth of oxidation-induced stacking faults

**A factor of sixteen in time**

Suppose that an oxide on silicon thickens as the square root of time. Sixteen times the oxidation time then gives four times the thickness. The oxidation rate scales as thickness divided by time, so it has fallen by a factor of four. Suppose also that the excess of silicon self-interstitials at the surface follows the square root of the oxidation rate. It has then fallen by a factor of two. A stacking fault that lengthens in proportion to this excess grows half as fast at the later time.

The fault length scales as growth rate times elapsed time, and so increases by ½ × 16 = 8. Since 8 = 16^(3/4), the length follows the three-quarters power of time. The fault grows more slowly than linearly because its supply of interstitials weakens. It grows faster than the oxide because the supply weakens only as the square root of the oxidation rate.

This scaling leaves open the prefactor and the conditions under which each proportionality holds. Much of both comes from following the atoms: oxidant through the oxide, and silicon interstitials to the edge of the fault. The square-root relation between interstitial excess and oxidation rate remains an assumption.

**The oxide**

Let x be the oxide thickness, c₀ the oxidant concentration just inside its outer surface, and c_i the concentration at the silicon interface. The oxidant diffuses with diffusivity D_ox and reacts at the interface with rate constant k. The oxide grows slowly enough for the diffusion profile to be steady, so the same flux F crosses the oxide and is consumed at the interface:

F = D_ox(c₀ − c_i)/x = k c_i. (1)

The second equality gives c_i = F/k. Inserting this in the first gives Fx/D_ox = c₀ − F/k, and therefore

F = D_ox c₀/(x + D_ox/k). (2)

If n_ox oxidant molecules are needed per unit volume of oxide, then dx/dt = F/n_ox. Multiplying numerator and denominator by two puts this in the usual form,

dx/dt = B/(2x + A), B = 2D_ox c₀/n_ox, A = 2D_ox/k. (3)

Separating variables gives (2x + A)dx = B dt. For a bare surface at t = 0, integration yields

x² + Ax = Bt. (4)

When x ≫ A, diffusion through the oxide limits growth and the term Ax can be dropped. This is the parabolic regime:

x = (Bt)^(1/2), dx/dt = ½(B/t)^(1/2). (5)

**The interstitial excess**

Oxidation injects silicon interstitials into the crystal. Let C_I be their concentration near the oxidizing surface and C* their equilibrium concentration in unfaulted silicon at the same temperature. The relative supersaturation is

S = (C_I − C*)/C*. (6)

The premise of the three-quarters law is

S = κ(dx/dt)^(1/2), (7)

with κ constant at fixed temperature and surface condition. This is a kinetic assumption, not a consequence of parabolic oxidation. One balance that produces it has generation proportional to the oxidation rate and loss quadratic in the excess:

dS/dt = α dx/dt − βS². (8)

If S adjusts quickly compared with the change in oxidation rate, the left side is negligible. Then S = (α/β)^(1/2)(dx/dt)^(1/2), so κ = (α/β)^(1/2). Replacing the loss by βS would instead give S ∝ dx/dt.

A quadratic loss needs care near equilibrium. If interstitials disappear in pairs, the net loss must vanish at C_I = C*, so it is proportional to

C_I² − C*² = C*²(S² + 2S). (9)

This becomes quadratic in S when S ≫ 2. At moderate S, pair loss gives a somewhat steeper dependence on oxidation rate. Setting dx/dt ∝ S² + 2S and differentiating logarithmically gives

d ln S/d ln(dx/dt) = (S + 2)/(2S + 2). (10)

The value tends to ½ at large S and to 1 at small S. Equation (7) is therefore best read as an empirical closure over a limited range, with pair loss as one possible limiting mechanism.

Combining (5) and (7) gives

S = κ[½B^(1/2)t^(−1/2)]^(1/2) = κ(B/4)^(1/4)t^(−1/4). (11)

The factor is (B/4)^(1/4) because the square root of ½ is (1/4)^(1/4).

**From captured atoms to fault length**

An extrinsic stacking fault is an extra double layer of atoms inserted between {111} planes. Silicon has 8 atoms per cubic cell of edge a, and successive {111} double layers are a/√3 apart. The number of atoms per area of inserted layer is thus

σ = (8/a³)(a/√3) = 8/(√3 a²). (12)

Take the fault to be a half-disc of radius r whose straight edge lies in the silicon surface. Its length along the surface is L = 2r. The curved edge, of length πr, is a dislocation that captures interstitials. If J is the net number captured per unit length and time, conservation of atoms requires

d(σπr²/2)/dt = πrJ. (13)

The left side is σπr dr/dt. Cancelling πr gives dr/dt = J/σ, so

dL/dt = 2J/σ. (14)

The radius has cancelled: a longer edge captures more atoms, but a larger half-disc also needs more atoms for each increment of radius. Steady growth under constant J is thus linear in time.

To find J, treat a short piece of the edge as a straight cylinder of core radius r_c. Interstitials diffuse to it from a supply radius R, where their concentration is C_I. At the core they are in local equilibrium with the fault at concentration C_F. In steady state the inward current through every cylinder is the same:

2πρD_I dC/dρ = J, (15)

where ρ is the distance from the core and D_I the interstitial diffusivity. Dividing by ρ and integrating from r_c to R gives

J = 2πD_I(C_I − C_F)/ln(R/r_c). (16)

The concentration C_F exceeds C* because atoms in the inserted layer carry the fault energy. If γ is that energy per area, one added atom costs γ/σ. A dilute interstitial at concentration C_F has chemical potential kT ln(C_F/C*) relative to the unfaulted crystal, where k in the product kT is Boltzmann's constant. Equilibrium with the fault therefore requires

kT ln(C_F/C*) = γ/σ. (17)

The corresponding threshold supersaturation is

S_F = C_F/C* − 1 = exp[γ/(σkT)] − 1. (18)

Since C_I − C_F = C*(S − S_F), equations (14) and (16) become

dL/dt = g(S − S_F), g = 4πD_I C*/[σ ln(R/r_c)]. (19)

The fault grows for S > S_F and shrinks for S < S_F. In this model, stopping the oxidation and letting S fall to zero at the same temperature makes the fault shrink at the rate gS_F.

**The three-quarters law**

Now let S ≫ S_F, hold R and hence g constant, and neglect the initial fault length. Equations (11) and (19) give

dL/dt = gκ(B/4)^(1/4)t^(−1/4). (20)

The integral of t^(−1/4) from zero to t is t^(3/4)/(3/4), so

L = (4/3)gκ(B/4)^(1/4)t^(3/4). (21)

The growth rate diverges at t = 0, but the length does not: the contribution from any initial interval ε is proportional to ε^(3/4) and vanishes with ε. The divergence comes from using the parabolic law at zero thickness, where it does not apply.

The result can also be written in terms of oxide thickness. From (5), t = x²/B, hence t^(3/4) = x^(3/2)/B^(3/4). Since (1/4)^(1/4) = 1/√2, the prefactor is 4/(3√2) = 2√2/3, and

L = (2√2/3)gκx^(3/2)/B^(1/2). (22)

Equations (21) and (22) answer different process questions. At fixed time, g and κ, a larger B gives longer faults, as B^(1/4). At fixed final thickness, with g and κ again fixed, a larger B gives shorter faults, as B^(−1/2). The injection is stronger, but the shorter oxidation time outweighs it. If a change of ambient also changes κ, that change must be included.

The role of the square root is clear from the more general premise S = κ_n(dx/dt)^n. Equation (5) makes S proportional to t^(−n/2), and integration for 0 ≤ n < 2 gives

L ∝ t^(1−n/2). (23)

Thus n = 1 gives the square root of time, n = ½ gives the three-quarters power, and n = 0.3 gives the power 0.85. A measured exponent near 0.75 would be consistent with n = ½ but would not by itself establish it, because the corrections below also change the exponent.

**The linear oxidation regime**

At small thickness the interface reaction limits growth, and (3) must replace (5). Write dL/dx = (dL/dt)/(dx/dt). With S_F neglected, dL/dt = gκ(dx/dt)^(1/2), so

dL/dx = gκ(dx/dt)^(−1/2) = gκ[(2x + A)/B]^(1/2). (24)

The integral of (2x + A)^(1/2) is (2x + A)^(3/2)/3. Starting from x = 0,

L = gκ[(2x + A)^(3/2) − A^(3/2)]/(3B^(1/2)). (25)

For x ≫ A the bracket tends to (2x)^(3/2) = 2√2 x^(3/2), which recovers (22). For x ≪ A the bracket is approximately 3A^(1/2)x, while (4) gives x ≈ Bt/A. Hence

L ≈ gκ(B/A)^(1/2)t. (26)

This is the second limit: a constant oxidation rate B/A maintains a constant supersaturation, and the fault lengthens linearly. The local exponent therefore passes from 1 to 3/4 as the oxide thickens.

**Steam oxidation near 1100 °C**

Take B = 0.50 µm²/h and A = 0.10 µm, rough values for steam oxidation of silicon near 1100 °C. This A is close to the value for a (111) surface; on (100) it is nearer 0.18 µm, which would raise the linear-regime exponent found below from 0.757 to about 0.765. The other rough inputs are κ = 6.0 (µm/h)^(−1/2), γ = 0.060 J/m², r_c = 0.50 nm and R = 10 µm. Interstitial transport is specified by P = D_I C*/N_Si = 1.5 × 10⁻¹⁵ cm²/s, where N_Si = 8/a³ is the density of silicon atoms.

From (12), N_Si/σ = √3/a. Equation (19) then becomes

g = 4π√3 P/[a ln(R/r_c)]. (27)

In units of micrometres and hours, P = 1.5 × 10⁻¹⁵ × 10⁸ × 3600 = 5.4 × 10⁻⁴ µm²/h. With a = 5.431 × 10⁻⁴ µm and ln(R/r_c) = 9.903, the growth coefficient is g = 2.185 µm/h.

At one hour, (5) gives x = 0.707 µm and dx/dt = 0.354 µm/h. The supersaturation is S = 6.0 × (0.354)^(1/2) = 3.57. The instantaneous growth rate is gS = 7.80 µm/h. For a rate falling as t^(−1/4), the length is 4/3 of the current rate times the elapsed time, so

L(1 h) = (4/3) × 7.80 µm/h × 1 h = 10.4 µm. (28)

The same calculation gives 3.7 µm at 0.25 h and 29.4 µm at 4 h. Between these times S falls from 5.0 to 2.5, and the length grows eightfold, as in the opening argument.

These supersaturations are not far above 2. If pair loss were the actual mechanism, (10) would give a local power of (3.57 + 2)/(7.14 + 2) = 0.61 at one hour, not ½. Pair loss matched to S = 3.57 at one hour would lower the apparent time exponent between 1 and 4 h to about 0.70. The square-root relation in this example is an imposed closure, not a prediction of that mechanism.

**How far the corrections move the result**

Keeping A = 0.10 µm while leaving the other assumptions unchanged gives 10.2 µm at 1 h and 29.2 µm at 4 h. The apparent exponent between those times, ln[L(4 h)/L(1 h)]/ln 4, rises from 0.750 to 0.757. The rise comes from the subtracted term in (25), which removes the constant length gκA^(3/2)/(3B^(1/2)) ≈ 0.20 µm. The first term returns a little of this: (4) gives (2x + A)² = A² + 4Bt, so it exceeds its parabolic value by 0.04 µm at 1 h and 0.03 µm at 4 h. The net deficit is 0.16 and 0.17 µm, and a nearly constant deficit matters more at the earlier time. The linear regime also limits the initial supersaturation to κ(B/A)^(1/2) = 13.4, in place of the divergence in (11).

The fault energy costs 0.0239 eV per inserted atom, while kT = 0.1183 eV. Their ratio is 0.202, so (18) gives S_F = 0.224. With this threshold alone restored, integration of (19) gives

L = (4/3)gκ(B/4)^(1/4)t^(3/4) − gS_F t. (29)

The subtraction is 0.49 µm at 1 h and 1.96 µm at 4 h. The lengths become 9.9 and 27.4 µm, and the apparent exponent falls to 0.735. The threshold matters increasingly at long times because S decreases while S_F stays fixed.

The capture logarithm has a larger effect on the exponent. In (21), R was held at 10 µm. This is a chosen constant, not a distance derived from the geometry: at 1 h the fault radius is only about 5 µm, so the edge curves within the supply distance and the surface that supplies interstitials is closer than R. As a rough estimate, let the supply distance instead follow the fault radius, R = L/2. The logarithm is then ℓ = ln[L/(2r_c)] and

ℓ dL/dt ∝ t^(−1/4). (30)

The derivative of L(ℓ − 1) with respect to L is ℓ, since dℓ/dL = 1/L. Neglecting the starting length, integration gives L(ℓ − 1) ∝ t^(3/4). Let p = d ln L/d ln t. Logarithmic differentiation gives p + p/(ℓ − 1) = 3/4, hence

p = (3/4)(1 − 1/ℓ). (31)

For ℓ near 9.9, p is about 0.67. Numerical integration from a starting length of 0.1 µm gives an apparent exponent of 0.673 between 1 and 4 h, with lengths of 12.3 and 31.2 µm. The lengths exceed those at fixed R because capture is stronger while L/2 is below 10 µm. The exponent is smaller because capture weakens as the fault grows.

With the linear regime, the threshold and size-dependent capture all included, the lengths are 11.6 and 29.1 µm and the exponent is 0.665. The length at 4 h lies within 1% of the simple result, but this reflects cancellation between corrections: at 1 h the combined result is about 12% larger than the simple one. Agreement in length at one time would therefore not validate the power law.

A constant g can arise in another way. If attachment at the dislocation, rather than diffusion to it, limits capture, then J = k_c(C_I − C_F) with constant k_c. Equation (14) gives dL/dt = (2k_c C*/σ)(S − S_F), with no logarithm. The three-quarters law then survives fault growth, provided that the threshold and linear oxidation regime remain negligible.

**The model beside a real furnace process**

For steam oxidation near 1100 °C, the example gives a surface fault roughly ten micrometres long after an hour. Because κ and P are rough inputs, this length is not an independent prediction and would have to be compared with measurements on the process in question. Since L is proportional to both, a factor of two in either changes the length by the same factor without changing the exponent in (21). Of the three corrections calculated above, size-dependent capture moves the exponent most, from 0.75 to about 0.67. That figure describes capture averaged over the edge and applies to L only while the fault keeps its half-disc shape. The exponent also rests directly on the square-root closure (7): by (23), a supersaturation proportional to the oxidation rate itself would give 0.50.

Other omissions can be sized for the same example. Vacancies are left out, although the edge also climbs by emitting or absorbing them. If their transport D_V C_V* is roughly 0.3 of D_I C* and they stay in local equilibrium with the interstitials, the threshold case (29) changes from 27.4 to about 29 µm at 4 h, its exponent from 0.735 to about 0.74, and the shrinkage rate from 0.49 to about 0.6 µm/h. An isotropic elastic estimate puts the line-tension cost at about 2% of the fault energy at 1 h. It varies roughly as 1/r, so it matters much more for very small faults, and the model does not describe their nucleation. Oxidation consumes about 0.62 µm of silicon in 4 h. For a half-disc on a {111} plane intersecting a (100) surface, this shortens the exposed chord by about 0.1%; a shallower fault would lose more. Capture is also uneven when diffusion from the surface limits it: the edge near the surface gains atoms faster than the deepest part, so the fault would tend to become shallower than the half-disc assumed here. Near a surface held at C_I the supply distance is set by the local depth, not by the fault radius. Unless diffusion along the core evens out the captured atoms, the ends that fix the surface length escape the size dependence in (31), and the exponent of L would stay nearer to 3/4.

Finally, steady diffusion requires interstitials to cross the supply distance quickly. With a rough effective diffusivity of 10⁻⁷ cm²/s, R²/D_I is 10 s, short compared with an hour. Trapping that lowered the diffusivity a hundredfold would raise R²/D_I to 1000 s. The profile between core and supply radius relaxes with a time constant near R²/(6.6D_I), about 150 s in that case, so the steady capture law would be doubtful for the first several minutes of the oxidation. The numerical output lists the inputs and the separate corrections.

Values computed for the example and the checks

```
Rough model inputs: steam oxidation of silicon
temperature = 1373.15 K
B = 0.50 um^2/h; A = 0.10 um
kappa = 6.0 (um/h)^(-1/2)
D_I C*/N_Si = 1.50e-15 cm^2/s
fault energy = 0.060 J/m^2
core radius = 0.50 nm
supply radius = 10.0 um
lattice parameter = 0.5431 nm
fault atom density = 1.5659e+15 cm^-2
silicon atom density = 4.9940e+22 cm^-3
capture logarithm = 9.903 (no unit)
growth coefficient g = 2.185 um/h
fault cost per atom = 0.0239 eV
kT = 0.1183 eV
threshold S_F = 0.2240 (no unit)
Parabolic model: time h, oxide um, rate um/h, S, fault um
0.25, 0.3536, 0.7071, 5.045, 3.675
1.00, 0.7071, 0.3536, 3.568, 10.395
4.00, 1.4142, 0.1768, 2.523, 29.401
length ratio, 4 h to 0.25 h = 8.0000 (no unit)
Model comparison: fault at 1 h um, at 4 h um, exponent 1-4 h
parabolic law: 10.395, 29.401, 0.7500
linear regime kept: 10.238, 29.233, 0.7568
fault threshold kept: 9.905, 27.443, 0.7351
size-dependent capture: 12.276, 31.187, 0.6726
all three kept: 11.594, 29.146, 0.6650
Computed time exponent for S proportional to rate^n
n = 0.3: exponent = 0.8500 (no unit)
n = 0.5: exponent = 0.7500 (no unit)
n = 1.0: exponent = 0.5000 (no unit)
time slope of S, quadratic loss = -0.2500 (no unit)
time slope of S, linear loss = -0.5000 (no unit)
initial S with linear regime = 13.416 (no unit)
line tension / fault energy at 1 h = 2.05 percent
silicon surface recession at 4 h = 0.623 um
half-disc chord shortening at 4 h = 0.135 percent
rough interstitial diffusivity = 1.0e-07 cm^2/s
diffusion time over supply radius = 10.0 s
```
